# Von Neumann Debiasing Balances Oversampled Telegraph Noise but Leaves Correlated Bits

## Definitions and conventions

Let \(x_n\in\{0,1\}\) be the state of a two-state source at time \(n\Delta t\). The source is Markov: given its present state, its future does not depend on its past. Its switching probabilities per sample are

\[
a=P(0\to1),\qquad b=P(1\to0),\qquad 0<a,b<1 ,
\]

and its stationary occupations are \(\pi_0\) and \(\pi_1\), with \(\pi_0+\pi_1=1\). Stationarity requires equal flow in both directions, \(\pi_0a=\pi_1b\), so \(\pi_1=a/(a+b)\). The memory factor is

\[
\lambda=1-a-b .
\]

In telegraph noise the source switches at constant rates \(k_\uparrow\) (from 0 to 1) and \(k_\downarrow\) (from 1 to 0). The mean dwell times are then \(1/k_\uparrow\) in state 0 and \(1/k_\downarrow\) in state 1. The probability \(p_1(t)\) of state 1 obeys

\[
\dot p_1=k_\uparrow(1-p_1)-k_\downarrow p_1
\;\Rightarrow\;
p_1(t)=\pi_1+[p_1(0)-\pi_1]e^{-(k_\uparrow+k_\downarrow)t},
\]

with \(\pi_1=k_\uparrow/(k_\uparrow+k_\downarrow)\). Setting \(t=\Delta t\) and starting from \(p_1(0)=0\) gives \(a\); starting from \(p_1(0)=1\) gives \(1-b\). Hence

\[
a=\pi_1(1-\lambda),\qquad b=\pi_0(1-\lambda),\qquad
\lambda=e^{-(k_\uparrow+k_\downarrow)\Delta t}.
\]

Oversampling means \(\Delta t\ll1/(k_\uparrow+k_\downarrow)\), so that \(\lambda\) is close to 1.

Von Neumann's rule cuts the samples into disjoint pairs. The pair 10 gives output 1, the pair 01 gives output 0, and the pairs 00 and 11 are dropped. The outputs are called \(y_1,y_2,\dots\)

## The belief and its appeal

The belief is that this rule turns any stationary two-state noise into fair random bits. For independent samples it does. If each sample is 1 with probability \(p\), then 10 and 01 both have probability \(p(1-p)\), and different pairs share no information.

Half of this argument survives when the samples are correlated. Split the probability of a 1 at the first and at the second place of a pair:

\[
P(x_n=1)=P(10)+P(11),\qquad P(x_{n+1}=1)=P(01)+P(11).
\]

Stationarity makes the left-hand sides equal, so \(P(10)=P(01)\). Independence was not used. At any fixed pair slot, an accepted pair is equally likely to give 0 or 1, and for the Markov source the long-run fraction of ones is 1/2. The average fraction of ones therefore reveals no bias. It also cannot show whether successive outputs are independent.

## What one output reveals about the next

Output 1 comes from the pair 10, which leaves the source in state 0. Output 0 comes from 01, which leaves it in state 1. Each output thus identifies the state from which the next pair starts. Because the source is Markov, earlier outputs add nothing to that knowledge, so the outputs themselves form a Markov chain.

Let \(u_s\) be the probability that the next output is 1 when the last sample was \(s\). From state 0, the next pair is

- 10 with probability \(ab\), which gives output 1;
- 01 with probability \((1-a)a\), which gives output 0;
- 11 with probability \(a(1-b)\), after which the search resumes from state 1;
- 00 with probability \((1-a)^2\), after which it resumes from state 0.

Therefore

\[
u_0=ab+a(1-b)u_1+(1-a)^2u_0 .
\]

Since \(1-(1-a)^2=a(2-a)\), moving the last term to the left and dividing by \(a\) gives

\[
(2-a)u_0=b+(1-b)u_1. \tag{1}
\]

From state 1, the pairs 10, 11 and 00 have probabilities \((1-b)b\), \((1-b)^2\) and \(b(1-a)\), so

\[
u_1=b(1-b)+(1-b)^2u_1+b(1-a)u_0 ,
\]

and division by \(b\) gives

\[
(2-b)u_1=(1-b)+(1-a)u_0. \tag{2}
\]

Multiply (2) by \(2-a\) and replace \((2-a)u_0\) by the right-hand side of (1):

\[
\big[(2-a)(2-b)-(1-a)(1-b)\big]u_1=(1-b)(2-a)+(1-a)b .
\]

The bracket equals \(3-a-b=2+\lambda\). The right-hand side is \(2-a-2b+ab+b-ab=2-a-b=1+\lambda\). Thus

\[
u_1=\frac{1+\lambda}{2+\lambda}.
\]

Inserting this in (1) gives

\[
(2-a)u_0=\frac{b(2+\lambda)+(1-b)(1+\lambda)}{2+\lambda}
=\frac{1+\lambda+b}{2+\lambda}=\frac{2-a}{2+\lambda},
\]

where the last step uses \(\lambda+b=1-a\). Hence \(u_0=1/(2+\lambda)\).

After output 0 the source is in state 1, and the next output is 1 with probability \(u_1\). After output 1 it is in state 0, and the next output is 0 with probability \(1-u_0\), which has the same value. In both cases the output changes with probability

\[
s=\frac{1+\lambda}{2+\lambda}.
\]

Write \(z_j=2y_j-1=\pm1\). Given \(z_j\), the mean of \(z_{j+1}\) is \((1-s)z_j-sz_j=(1-2s)z_j\). Each further step contributes the same factor, so the correlation coefficient at lag \(k\) is

\[
\boxed{\,r_k=(1-2s)^k=\left(-\frac{\lambda}{2+\lambda}\right)^k\,}
\]

At fixed \(\lambda\) the bias of the source has dropped out. The correlation vanishes only for \(\lambda=0\), when \(a+b=1\) and the samples are independent.

## Limits and a picture

For slow sampling, \(\lambda\ll1\), the lag-1 correlation is \(r_1\simeq-\lambda/2\). It fades exponentially as the sampling interval grows. For strong oversampling, \(\lambda\to1\), it tends to \(-1/3\), and the next output differs from the last with probability 2/3.

This limit can be found by counting transitions. The transitions of a two-state signal must alternate: up, down, up, down. A transition produces an output only if it falls inside a pair and not between two pairs. When a dwell lasts many samples, with a broad spread of lengths, both placements have probability close to 1/2, independently for each transition. The next visible transition is then the \(m\)-th one with probability \(2^{-m}\), and it has the opposite direction if \(m\) is odd:

\[
\frac12+\frac18+\frac1{32}+\dots=\frac{1/2}{1-1/4}=\frac23 .
\]

The rule hides half of the transitions, which is not enough to hide their alternation.

A discrete chain can also have \(\lambda<0\), though sampled telegraph noise cannot. The output correlation is then positive. As \(a,b\to1\) the source alternates at nearly every sample, the pairs repeat, and \(r_1\to+1\).

## The first bit after a start

Balance at a fixed slot does not imply that the first output after a start is fair. Suppose collection begins at an arbitrary time, with the preceding sample distributed as \(\pi_0,\pi_1\). Then

\[
P(y_1=1)=\pi_0u_0+\pi_1u_1=\frac{1+\pi_1\lambda}{2+\lambda},
\]

\[
P(y_1=1)-\frac12=\frac{\lambda(2\pi_1-1)}{2(2+\lambda)} .
\]

The two statements concern different selections. A fixed slot admits every history before it, while the first output admits only histories without an earlier acceptance. A source that favours state 1 usually starts there, and its first transition is then downward. The excess is multiplied by \(-\lambda/(2+\lambda)\) at each later output. For sampled telegraph noise this factor is smaller than 1/3 in size, so the excess soon disappears. A device that is restarted for every single bit keeps it if the source runs freely between bits for much longer than its correlation time, so that each start is again distributed as \(\pi_0,\pi_1\). After a shorter pause the source still remembers the previous output, and successive bits remain correlated.

## A superparamagnetic tunnel junction

Consider a magnetic tunnel junction whose free layer has a perpendicular easy axis and a barrier low enough for thermal reversal. Its resistance shows which way the layer points. The free layer is treated as one rigid moment \(m\) with energy

\[
E=E_b(1-u^2)-mBu,\qquad u=\cos\theta ,
\]

where \(\theta\) is the angle from the axis and \(B\) is a stray field favouring state 1 at \(u=1\). With \(B_K=2E_b/m\) and \(h=B/B_K\), this is \(E/E_b=1-u^2-2hu\). The maximum lies at \(u=-h\) and has height \(1+h^2\); the minima at \(u=\pm1\) have heights \(\mp2h\). The barriers are therefore \(E_b(1+h)^2\) out of state 1 and \(E_b(1-h)^2\) out of state 0.

Brown's high-barrier formula, taken here as an input, gives the escape rate from state 1:

\[
k_\downarrow=\frac{\alpha\gamma B_K}{1+\alpha^2}\sqrt{\frac{\sigma}{\pi}}\,(1-h^2)(1+h)\,e^{-\sigma(1+h)^2},
\qquad \sigma=\frac{E_b}{k_BT}.
\]

Here \(\alpha\) is the damping constant and \(\gamma\) the magnitude of the electron's gyromagnetic ratio. Replacing \(h\) by \(-h\) gives \(k_\uparrow\).

The disc is 40 nm wide and 1.5 nm thick, with magnetization 1000 kA/m, \(E_b=0.30\) eV, \(\alpha=0.01\), \(B=0.5\) mT and \(T=300\) K. These values give \(\sigma=11.60\), \(B_K=51.0\) mT and \(h=0.0098\). The mean dwell times are 0.511 ms in state 0 and 0.791 ms in state 1, so \(\pi_1=0.607\), and the correlation time \(1/(k_\uparrow+k_\downarrow)\) is 0.3105 ms. Sampling every 0.010 ms gives

\[
\lambda=e^{-0.010/0.3105}=0.9683,\qquad
r_1=-\frac{0.9683}{2.9683}=-0.326 .
\]

The output is balanced, yet guessing the opposite of the last bit succeeds with probability \(s=0.663\). The first output after a stationary start is 1 with probability 0.535.

A simulation with exponential dwell times at these rates produced 147,870 outputs from 19.5 million samples. The mean of the raw samples was 0.609 and that of the outputs 0.4985. The output correlations were \(-0.326\) at lag 1 and 0.108 at lag 2, against predictions of \(-0.326\) and 0.106. Of all recorded transitions, a fraction 0.501 fell inside pairs, as the picture requires.

The loss of randomness can be stated in two ways. The Shannon entropy per output is that of the choice between changing and repeating,

\[
-s\log_2s-(1-s)\log_2(1-s)=0.922\ \text{bit}.
\]

An adversary's best guess of a long string is a strictly alternating one. Its probability for \(n\) bits is \(\tfrac12s^{n-1}\), so the min-entropy per output tends to \(-\log_2s=0.593\) bit. The second figure is the relevant one where guessing must be prevented.

## What removes the correlation

**A second pass.** The outputs form a symmetric chain with memory factor \(\lambda'=1-2s=-\lambda/(2+\lambda)\). Applying the rule again gives the lag-1 correlation

\[
-\frac{\lambda'}{2+\lambda'}=\frac{\lambda/(2+\lambda)}{(4+\lambda)/(2+\lambda)}=\frac{\lambda}{4+\lambda},
\]

which is \(+0.195\) here. The correlation is smaller and has changed sign, but it has not gone.

**A slower clock.** To reach \(|r_1|=\varepsilon\), set \(\lambda=\varepsilon(2+\lambda)\), so that \(\lambda=2\varepsilon/(1-\varepsilon)\) and

\[
\Delta t=\frac{1}{k_\uparrow+k_\downarrow}\ln\frac{1-\varepsilon}{2\varepsilon}.
\]

For \(\varepsilon=0.001\) this is \(0.3105\ \text{ms}\times\ln 499.5=1.93\) ms. A pair is accepted with probability \(2\pi_0a\), so the yield is \(\pi_0a\) outputs per sample. The output rate falls from 756 bit/s at the fast clock to 123 bit/s.

**Sorting by state.** Keep the fast clock, but whenever \(x_n=0\), write \(x_{n+1}\) into a separate list. By the Markov property each entry is 1 with probability \(a\), independently of the earlier entries. Von Neumann's original assumption holds for this list, and the rule applied to it gives independent fair bits. The list receives \(\pi_0\) entries per sample, hence \(\pi_0/2\) pairs, each accepted with probability \(2a(1-a)\). The yield is \(\pi_0a(1-a)\) per sample, or 741 bit/s. Compared with the ordinary rule at the same clock, only the fraction \(a=1.9\%\) of the rate is lost.

Applied to the same simulated samples, this method gave a lag-1 correlation of \(-0.001\) and a mean of 0.4969. With about 145,000 outputs the mean lies 2.3 standard errors below 1/2, a deviation that fair bits reach or exceed in roughly 2% of runs. The fairness of the method rests on the derivation, not on this one run.

## How far a real junction departs from the model

The parameters are rough values for a junction of this class, except that the read current considered here, 0.05 µA, is deliberately small. Two spin-torque results are taken here as inputs, for a torque whose strength does not depend on the angle. For a rigid moment with current polarization \(P=0.5\), the critical current is \(I_c=4e\alpha E_b/(\hbar P)=5.8\) µA, and a current \(I\) acts on the barriers as a shift of \(h\) by \(I/I_c\). With the sign that favours state 1, 0.05 µA raises \(\pi_1\) to about 0.69 but leaves \(r_1\) at \(-0.326\). The two barriers differ by \(4\sigma h\) in units of \(k_BT\), so 1 µA would add about 8 (7.6 once the prefactors are included) to the logarithm of the dwell-time ratio and nearly pin the junction in one state.

Among the effects computed, misreading matters most. If each sample is misread with probability 0.001, the correlation becomes \(-0.276\), a change of 15% relative to the error-free value. The reason is that real transitions are rare: a pair contains a visible one with probability \(2\pi_0a=0.015\), while a misread turns an equal pair into an unequal one with probability 0.002. Such false bits are 0 or 1 with equal chance and dilute the correlation. They are no remedy, and they also spoil the sorting method's guarantee, because a recorded 0 no longer identifies the true state. In simulation at this error rate the sorted output acquires a lag-1 correlation of about \(-0.03\).

The remaining checks concern the switching rates, the temperature and the rigidity of the moment:

- A Fokker–Planck calculation for the axial coordinate \(u\) of the rigid moment gives a total switching rate of 2918 s⁻¹ when converged (the 400-cell mesh listed in the output is about 2 s⁻¹ higher); Brown's formula is 10% above this. The next slowest relaxation of \(u\) takes 13 ns, far less than the sampling interval, and \(r_1\) changes by less than 0.001.
- Warming by 1 K, at fixed barrier and moment, raises \(k_\uparrow+k_\downarrow\) by 3.7% and leaves \(r_1\) at \(-0.326\).
- For a rough exchange stiffness of 15 pJ/m, the domain-wall width is 76 nm. This exceeds the disc diameter and supports the rigid-moment picture without proving it.

The first two hardly affect the correlation because \((k_\uparrow+k_\downarrow)\Delta t\) is only 0.032. A 10% change in the total rate therefore changes \(\lambda\) by about 0.003, and the two-state prediction for \(r_1\) by less than 0.001. Two limits apply to the rates themselves. First, Brown's formula and the Fokker–Planck check both assume exact symmetry about the easy axis, and at \(\alpha=0.01\) the rate is sensitive to anything that breaks it. A transverse field of 0.5 mT raises the total rate of the rigid moment by nearly 40%, and one of 2 mT more than triples it, which moves the two-state \(r_1\) to about \(-0.31\). Second, the barrier of 25.5 kJ/m³ is the small difference between a perpendicular anisotropy of about 560 kJ/m³ and a shape anisotropy of about 530 kJ/m³. A 1% change of the former changes the rates about tenfold, so the barrier of a real device will not stay fixed on warming, and 3.7% per kelvin is only the direct thermal part. The dwell times are therefore illustrative; for a real junction \(\lambda\) should be taken from measured rates. Slow drift or additional hidden states would break the stationary two-state assumption itself, and neither is included in these figures. The numerical output below lists the values for the axially symmetric model.

## Computed values

```
Temperature: 300 K
Disc diameter, thickness: 40, 1.5 nm
Magnetization: 1000 kA/m
Barrier: 0.30 eV = 11.60 kT
Stray field: 0.5 mT; damping: 0.01
Magnetic moment: 1.885e-18 A m2
Anisotropy field: 51.0 mT; h = 0.00980
Mean dwell in state 0: 0.5114 ms
Mean dwell in state 1: 0.7905 ms
Correlation time 1/(k_up+k_down): 0.3105 ms
Sampling interval: 10 us
Occupations pi0, pi1: 0.3928, 0.6072
Switching probabilities a, b: 0.01924, 0.01245
Memory factor lambda: 0.96831
Output mean at accepted slots: 0.500000
Output lag-1 correlation: -0.32622; lag-2: 0.10642
Probability that next output differs: 0.66311
P(first output = 1), stationary start: 0.53496
Shannon entropy rate: 0.92181 bit per output
Min-entropy rate: 0.59268 bit per output
Lag-1 correlation after second pass: 0.19490
Simulation: 19520167 samples, 147870 outputs
Simulated raw mean: 0.6090; output mean: 0.4985
Simulated lag-1, lag-2: -0.3257, 0.1078
Simulation tolerance (5/sqrt(outputs)): 0.0130
Simulated fraction of transitions inside pairs: 0.5008
State-0 successor method: mean 0.4969, lag-1 -0.0013
Bit rate, ordinary rule: 755.9 bit/s
Bit rate, state-0 successor method: 741.3 bit/s
Slow clock for |r| = 0.001: 1.929 ms
Bit rate, slow clock: 123.4 bit/s
Slow relaxation rate, Brown formula: 3220.3 1/s
Slow relaxation rate, Fokker-Planck: 2919.5 1/s
Next relaxation time, Fokker-Planck: 13.29 ns
Fokker-Planck pi1: 0.6066; output lag-1: -0.32649
Misread probability 0.001: output lag-1 -0.27616
Read current: 0.05 uA; polarization: 0.5
Critical current: 5.84 uA
With read current: pi1 0.6933, output lag-1 -0.32582
Change of k_up+k_down for +1 K: 3.74 percent
Output lag-1 at +1 K: -0.32595
Exchange stiffness: 15 pJ/m; wall width: 76.2 nm
```
